\section*{Local Spectral Moments of the Hubbard Model in an Electric Field}

\section{What dimensions and gauge symmetry allow}

Let electrons hop between sites $i$ and $j$ with amplitude $h_{ij}$, let two electrons on one site cost an energy $U$, and let a uniform electric field act on them. The $p$th moment of a spectrum has the dimension of energy to the power $p$. Set $\hbar=1$. The moment then follows from $p$ time derivatives of a correlation function, and it is built from hoppings, on-site energies and time derivatives of the hoppings.

The field can be put entirely into hopping phases,
\begin{equation}
h_{ij}(t)=h_{ij}e^{i\theta_{ij}(t)},\qquad \theta_{ij}=-\theta_{ji}.
\label{peierls}
\end{equation}
A constant change of phase $c_j\to e^{i\chi_j}c_j$ cannot alter a local spectrum. Hopping factors must therefore form a closed path, or an open path must be closed by a correlation of the state, such as $\langle c_i^\dagger c_j\rangle$. With at most two hops, the closed path from $i$ is $i\to j\to i$. It gives $h_{ij}(t)h_{ji}(t)=|h_{ij}|^2$, and the phase cancels. A factor $\dot h_{ij}$ has dimension energy squared but makes one hop, so it cannot close by itself in the second moment.

Symmetry thus permits a field-free answer, but it does not exclude terms such as $U h_{ij}(t)\langle c_i^\dagger c_j\rangle$. Whether they occur must be calculated. The density may also depend on the field, so the phrase ``at fixed filling'' is needed.

\section{Definition of the moments}

For site $i$ and spin $\sigma$ define, with Heisenberg operators,
\begin{equation}
C(t_1,t_2)=\langle\{c_{i\sigma}(t_1),c_{i\sigma}^\dagger(t_2)\}\rangle,
\quad G^R=-i\Theta(t_1-t_2)C .
\end{equation}
Let $t_1=T+\tau/2$ and $t_2=T-\tau/2$. The spectral function at average time $T$ is
\begin{equation}
A(T,\omega)=-\frac1\pi\,\mathrm{Im}\int d\tau\,e^{i\omega\tau}G^R
=\frac1\pi\,\mathrm{Re}\int_0^\infty d\tau\,e^{i\omega\tau}C .
\end{equation}
Taking the adjoint gives $C(t_1,t_2)^*=C(t_2,t_1)$, so reversing $\tau$ conjugates $C$. The real part is half the integral over both signs of $\tau$:
\begin{equation}
A=\frac1{2\pi}\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}C,
\qquad C=\int d\omega\,e^{-i\omega\tau}A .
\end{equation}
Each application of $i\partial_\tau$ to the second relation brings down one $\omega$. Hence
\begin{equation}
\mu_p=\int d\omega\,\omega^pA(T,\omega)=(i\partial_\tau)^pC\big|_{\tau=0}.
\label{mom}
\end{equation}
The moments need $C$ near $\tau=0$ alone. If the evolution is followed for a finite time, $C$ may be multiplied by $e^{-(\tau/s)^8}$. The first seven derivatives of this window vanish at $\tau=0$, so it blurs the spectrum without changing $\mu_0,\mu_1,\mu_2$.

\section{First case: a chain without repulsion}

Take a chain with lattice constant $a$, nearest-neighbour amplitude $-t_h$, and $U=\mu=0$. For electrons of charge $-e$ in a constant field, the hop $j\to j+1$ acquires the phase $\theta=\Omega t$, where $\Omega=eEa$. With $k$ in units of $1/a$, the energy of Bloch state $k$ is $-2t_h\cos(k-\theta)$. Its annihilation operator acquires the exponential of $-i$ times the integrated energy. Writing $\kappa=k-\Omega T$,
\begin{equation}
\int_{-\tau/2}^{\tau/2}\!du\,\cos(\kappa-\Omega u)
=\frac{2}{\Omega}\cos\kappa\,\sin\frac{\Omega\tau}{2},
\end{equation}
because the part odd in $u$ integrates to zero. The local function is the average over $\kappa$:
\begin{equation}
C=\int_0^{2\pi}\frac{d\kappa}{2\pi}
e^{iz\cos\kappa}=J_0(z),\qquad
z=\frac{4t_h}{\Omega}\sin\frac{\Omega\tau}{2}.
\end{equation}

To find the spectrum, put $x=2t_h/\Omega$ and $\varphi=\Omega\tau$. Then
$z\cos\kappa=x[\sin(\kappa+\varphi/2)-\sin(\kappa-\varphi/2)]$. Expand both exponentials with $e^{ix\sin y}=\sum_mJ_m(x)e^{imy}$. The average over $\kappa$ keeps equal indices, so $C=\sum_mJ_m^2(x)e^{im\varphi}$. Since $J_{-m}^2=J_m^2$,
\begin{equation}
A(\omega)=\sum_mJ_m^2(2t_h/\Omega)\,\delta(\omega-m\Omega).
\end{equation}
The continuous band has become a Wannier--Stark ladder. For the moments use
\begin{equation}
J_0(z)=1-\frac{z^2}{4}+\frac{z^4}{64}-\dots,\qquad
z^2=4t_h^2\tau^2-\frac{t_h^2\Omega^2\tau^4}{3}+\dots
\end{equation}
They give
\begin{equation}
C=1-t_h^2\tau^2+\Big(\frac{t_h^4}{4}+\frac{t_h^2\Omega^2}{12}\Big)\tau^4+\dots
\end{equation}
and, by \eqref{mom},
\begin{equation}
\mu_2=2t_h^2,\qquad \mu_4=6t_h^4+2t_h^2\Omega^2 .
\end{equation}
The field reorganizes the spectrum but leaves its variance alone. It appears in the fourth moment, where two hops and two time derivatives can combine.

For $t_h=0.5$ eV and $\Omega=0.39$ eV, $\mu_2=2(0.5)^2=0.5$ eV$^2$. The fourth moment rises from $0.375$ to $0.451$ eV$^4$. Diagonalizing a 121-site chain in a static potential reproduced both moments with the field on, and the ladder weights for $|m|\le8$.

\section{Second case: an isolated site}

Now remove the hopping and keep
\begin{equation}
H=U n_\uparrow n_\downarrow-\mu(n_\uparrow+n_\downarrow).
\end{equation}
Let $n$ be the mean occupation by the spin opposite to $\sigma$. With probability $1-n$ that spin is absent and the transition energy is $-\mu$; with probability $n$ it is $U-\mu$. Thus
\begin{equation}
A=(1-n)\delta(\omega+\mu)+n\,\delta(\omega+\mu-U),
\end{equation}
and
\begin{align}
\mu_1&=-(1-n)\mu+n(U-\mu)=-\mu+Un,\\
\mu_2&=(1-n)\mu^2+n(U-\mu)^2=\mu^2-2\mu Un+U^2n .
\end{align}
The simplest guess for the full model adds the two second moments. This is correct if no mixed term in $U$ and $h_{ij}$ survives.

\section{General case: two time derivatives}

The Hamiltonian is
\begin{equation}
H(t)=\sum_{ij\sigma}h_{ij}(t)c_{i\sigma}^\dagger c_{j\sigma}
+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu N,
\qquad h_{ii}=0 .
\end{equation}
The field is finite and continuous at time $T$, and $U$ and $|h_{ij}|$ do not depend on it. The initial state is arbitrary. Drop site and spin labels on $c$ and write $Lc=[c,H(t)]$. The Heisenberg equation gives
\begin{equation}
i\dot c=Lc,\qquad -i\dot c^\dagger=(Lc)^\dagger .
\end{equation}
In the next derivative $Lc$ also depends on time explicitly:
\begin{equation}
-\ddot c=D,\qquad D=L^2c+i[c,\partial_tH],\qquad -\ddot c^\dagger=D^\dagger.
\end{equation}

Since $\partial_\tau=\tfrac12(\partial_{t_1}-\partial_{t_2})$, the first moment is
\begin{align}
\mu_1&=\frac{i}{2}\langle\{\dot c,c^\dagger\}-\{c,\dot c^\dagger\}\rangle\nonumber\\
&=\frac12\langle\{Lc,c^\dagger\}+\{c,(Lc)^\dagger\}\rangle
=\mathrm{Re}\langle\{Lc,c^\dagger\}\rangle .
\end{align}
The last step holds because the two anticommutators are adjoints of each other. For the second moment, $\{\dot c,\dot c^\dagger\}=(-i)(i)\{Lc,(Lc)^\dagger\}$, so
\begin{align}
\mu_2&=-\frac14\langle\{\ddot c,c^\dagger\}
-2\{\dot c,\dot c^\dagger\}+\{c,\ddot c^\dagger\}\rangle\nonumber\\
&=\frac12\mathrm{Re}\langle\{D,c^\dagger\}\rangle
+\frac12\langle\{Lc,(Lc)^\dagger\}\rangle .
\label{mu2start}
\end{align}

The explicit time derivative in $D$ contributes nothing: $[c_i,\partial_tH]=\sum_j\dot h_{ij}c_j$, whose anticommutator with $c_i^\dagger$ is $\dot h_{ii}=0$. For the rest, apply the product rule for commutators and use $[c^\dagger,H]=-(Lc)^\dagger$:
\begin{equation}
[\{Lc,c^\dagger\},H]=\{L^2c,c^\dagger\}-\{Lc,(Lc)^\dagger\}.
\label{identity}
\end{equation}
To evaluate the left side we need $Lc$. From $[c_i,c_l^\dagger c_j]=\delta_{il}c_j$ for one spin,
\begin{equation}
Lc_{i\sigma}=\sum_jh_{ij}(t)c_{j\sigma}+Q_ic_{i\sigma},
\qquad Q_i=Un_{i,-\sigma}-\mu .
\label{Lc}
\end{equation}
Hence $\{Lc,c^\dagger\}=Q_i$, which is Hermitian. Its commutator with $H$ has the mean $iU\,dn/dt$, where now $n=\langle n_{i,-\sigma}(T)\rangle$. This is imaginary and drops from the real part in \eqref{mu2start}. The two halves of \eqref{mu2start} are then equal:
\begin{equation}
\mu_2=\langle\{Lc,(Lc)^\dagger\}\rangle .
\label{compact}
\end{equation}
This holds even while the density is changing. The symmetric placement of $t_1$ and $t_2$ about $T$ removes the rate $dn/dt$ from the second derivative. If $t_2$ is held at $T$ instead, $(i\partial_\tau)^2C$ gains the imaginary term $iU\,dn/dt$. The spectrum then has a tail $\propto\omega^{-3}$, and its second moment exists only with a symmetric frequency cutoff, where it slowly approaches the same value.

\section{The phases cancel}

Insert \eqref{Lc} into \eqref{compact}. The hopping part is
\begin{equation}
\sum_{jl}h_{ij}(t)h_{il}^*(t)\{c_{j\sigma},c_{l\sigma}^\dagger\}
=\sum_j|h_{ij}|^2\equiv S_i .
\end{equation}
For the mixed part, $Q_i$ contains the opposite spin alone and commutes with $c_{j\sigma}$. Therefore
\begin{equation}
h_{ij}(t)\{c_{j\sigma},c_{i\sigma}^\dagger Q_i\}
=h_{ij}(t)\{c_{j\sigma},c_{i\sigma}^\dagger\}Q_i=0
\quad(j\ne i).
\end{equation}
This removes the bond term that symmetry had allowed. Finally $\{Q_ic_i,c_i^\dagger Q_i\}=Q_i^2$, and $n_{i,-\sigma}^2=n_{i,-\sigma}$. Including the equal-time anticommutator, the three moments are
\begin{align}
\mu_0&=1,\label{m0}\\
\mu_1&=-\mu+Un,\label{m1}\\
\mu_2&=S_i+\mu^2-2\mu Un+U^2n.\label{m2}
\end{align}
Subtracting the squared mean gives
\begin{equation}
\mu_2-\mu_1^2=S_i+U^2n(1-n).
\label{var}
\end{equation}
The first term is the spread due to hopping away from the site. The second is the variance of the interaction energy $Un_{i,-\sigma}$. Setting $U=0$ or $S_i=0$ recovers the two starting cases.

The field has no explicit place in these expressions. If the initial state of a translation-invariant system is uniform, it stays uniform in a uniform field, and hopping conserves the number of each spin. Its $n$ is therefore constant, and the field drops out completely. Temperature and heating also enter through $n$ alone.

\section{Numbers at fixed filling}

The example has $t_h=0.5$ eV, $U=4$ eV and $a=0.39$ nm. A field of 10 MV/cm is 1 V/nm, so $\Omega=0.39$ eV. A four-site ring starts in thermal equilibrium at 300 K with fixed spin numbers; the constant field is then switched on suddenly. Its many-electron states are propagated, $C$ is transformed to frequency, and $A$ is integrated at $T=4.2$ fs with $s=5.3$ fs. Each site has two neighbours, so $S_i=2(0.5)^2=0.5$ eV$^2$, as in a long chain.

At half filling, $n=1/2$ and $\mu=U/2=2$ eV. The formulas give $\mu_1=-2+4/2=0$ and
\begin{equation}
\mu_2=0.5+4-8+8=4.5\ \mathrm{eV}^2 .
\end{equation}
The frequency integrals give $4.5000$ eV$^2$ with the field off and on, and also for a field-free state at 3000 K. The rms width is $2.12$ eV, or $3.40\times10^{-19}$ J. Doubling the time step moves $\mu_2$ by about $8\times10^{-6}$ eV$^2$.

With two up electrons, one down electron and $\mu=1$ eV, the spectrum for adding or removing an up electron has $n=1/4$. Then $\mu_1=0$ and $\mu_2=0.5+1-2+4=3.5$ eV$^2$. The integrals agree without a field, in the constant field, and in an oscillating field of the same amplitude with photon energy 1 eV.

The spectra themselves do change. For the constant field, $\int d\omega\,|A_{\rm on}-A_{\rm off}|$ is 0.63 at half filling and 1.07 in the doped ring, while each spectrum integrates to one. These two values refer to the blurred spectra of a small ring. The full list is in the numerical output.

\section{A limit where the field remains: fixed canonical momentum}

For a ring of $L$ sites let $c_k=L^{-1/2}\sum_je^{-ikj}c_j$ and $\epsilon=-2t_h\cos(k-\theta(T))$. Then
\begin{equation}
Lc_k=(\epsilon-\mu)c_k+\frac{U}{\sqrt L}\sum_je^{-ikj}n_{j,-\sigma}c_j ,
\end{equation}
where the $L$ before $c_k$ is the commutator operation. Now $\{Lc_k,c_k^\dagger\}=\epsilon-\mu+(U/L)\sum_jn_{j,-\sigma}$ is Hermitian. The explicit time derivative gives $i\dot\epsilon$, which is imaginary. Equation \eqref{compact} therefore applies to $c_k$ as well. In a uniform state,
\begin{align}
\mu_1(k)&=\epsilon-\mu+Un,\\
\mu_2(k)&=(\epsilon-\mu)^2+2(\epsilon-\mu)Un+U^2n .
\end{align}
The last term contains one factor $n$, because $\{c_j,c_l^\dagger\}=\delta_{jl}$ leaves $n_{j,-\sigma}^2=n_{j,-\sigma}$.

Here $k$ is the canonical momentum, whose meaning depends on the gauge. At fixed physical momentum $k-\theta(T)$ the energy $\epsilon$ is fixed, and these two moments are field-free as well.

In the doped ring at fixed $k=\pi/2$ the field moves $\epsilon$ from zero to $-0.602$ eV at time $T$. The formulas then give $\mu_1(k)=-0.602$ eV and $\mu_2(k)=3.362$ eV$^2$, as do the frequency integrals. Averaging over $k$ removes the field: for $L\ge3$ the mean of $\epsilon$ is zero and that of $\epsilon^2$ is $2t_h^2$, whatever $\theta$ is. This returns \eqref{m1} and \eqref{m2}.

\section{A limit where the density moves: an open end}

At the end of an open chain $S_i=t_h^2=0.25$ eV$^2$, and the field can push charge away. Take four sites with the electron numbers and $\mu$ of the doped ring. At the end site of higher electron potential energy, $n$ at time $T$ is 0.1394 without the field and 0.1037 with it. Equation \eqref{m1} then gives
\begin{equation}
\mu_1=-1+4(0.1037)=-0.585\ \mathrm{eV},
\end{equation}
against $-0.442$ eV without the field. The second moment falls from 2.365 to 2.080 eV$^2$. The integrals follow \eqref{m1} and \eqref{m2} with the density at time $T$, so the field acts here through $n$.

The same site shows what a change of gauge does. In the scalar gauge the constant field is an electron potential energy $V_j=\Omega j$, and the hoppings carry no phase. Substituting $c_j=e^{-iV_jt}\tilde c_j$ removes $V_j$ from the equation of motion and gives the hop $j\to j+1$ the phase $\Omega t$. Therefore
\begin{equation}
C_{\rm scalar}=e^{-iV_i\tau}C,\qquad
A_{\rm scalar}(\omega)=A(\omega-V_i).
\end{equation}
The mean shifts by $V_i$ and the variance does not. For $j=3$, $V_i=1.17$ eV and the mean becomes $-0.585+1.170=0.585$ eV, as the separate calculation in that gauge finds. At fixed density, the raw moments are field-free when energy is counted from the local potential.

\section{Where the model itself gives way}

Suppose electrons on neighbouring sites repel with energy $V$. Then $Q_i$ is replaced by $Q_i'=Un_{i,-\sigma}-\mu+V\sum_{j\in{\rm nn}}n_j$, where $n_j$ counts both spins. It no longer commutes with $c_{j\sigma}$ on a neighbour:
\begin{equation}
\{c_{j\sigma},c_{i\sigma}^\dagger Q_i'\}
=-c_{i\sigma}^\dagger[c_{j\sigma},Q_i']
=-Vc_{i\sigma}^\dagger c_{j\sigma}.
\end{equation}
Since $\{Lc,c^\dagger\}=Q_i'$ is still Hermitian, \eqref{compact} remains valid. For nearest-neighbour hopping, the mixed term and its adjoint give
\begin{equation}
\mu_2=S_i-2V\sum_{j\in{\rm nn}}\mathrm{Re}\big[h_{ij}(t)\langle c_{i\sigma}^\dagger c_{j\sigma}\rangle\big]
+\langle Q_i'^2\rangle .
\end{equation}
Bond and density correlations now enter, and both can respond to the field. With $V=0.5$ eV, switching on the field changes the variance from 4.546 to 4.520 eV$^2$ at half filling, a fall of 0.6\%. In the doped ring it falls from 3.619 to 3.289 eV$^2$, or 9\%. Filling and $V$ are held fixed in each comparison. These values belong to $T=4.2$ fs and a four-site ring. With eight sites at the same densities the falls are about 0.2\% and 8\%, and at half filling the sign of the small change varies with time. The half-filled value is not converged: it is about 0.1\% for the ground state of ten sites and 0.01\% for four sites with antiperiodic boundaries. The doped value lies between about 7.5\% and 10.5\% for four and eight sites with either boundary condition, and it changes with time, reaching 15\% at 5.3 fs in the four-site ring.

The parameters lie roughly in the regime of a chain cuprate such as Sr$_2$CuO$_3$; they are not fitted to it. In particular $V=0.5$ eV is illustrative and may be low for such a chain. With $V=1.3$ eV the four-site falls at $T=4.2$ fs are 0.9\% and 15\%, and the half-filled fall reaches 6--7\% at other times. The field of 10 MV/cm is meant as that of a short, strong pulse. The sudden switch is an idealization, but the sum rules do not depend on the pulse shape. Real copper--oxygen chains have several orbitals, so the one-band moments refer to an effective orbital and not to the whole electronic spectrum. A dipole coupling $g=eEd$ to another orbital acts as one more hopping. If repulsion between the two orbitals is neglected, it adds $g^2$ to $\mu_2$. For a rough $d=0.05$ nm this is 0.0025 eV$^2$, about 0.06\% of the half-filled value.

Tunnelling to another band can be sized with the Landau--Zener formula $P=\exp[-2\pi(\Delta/2)^2/\alpha]$, where $\Delta$ is the gap and $\alpha$ the rate at which the uncoupled levels separate. For opposite slopes $\pm2t_h$ per unit phase, $\alpha=4t_h\Omega$. A rough gap of 2 eV gives $P\approx3\times10^{-4}$ per crossing. This is an order-of-magnitude estimate: the coupling $\Delta/2$ is as large as the half-width $2t_h$ of the band, and replacing the straight levels by sinusoidal ones raises $P$ by a factor of about two in a complex-time estimate and nearly four in a single sweep from one band edge to the other. Successive crossings interfere. At $T=4.2$ fs in these examples, the field changes the variance more through neighbour repulsion than through the dipole coupling, and more in the doped ring than at half filling. At other times the order can differ. At half filling it also depends on the cluster: with antiperiodic boundaries the four-site change due to $V$ is only 0.0003 eV$^2$, below $g^2$.

\section*{Numbers as computed}
\begin{verbatim}
hopping t (rough): 0.50 eV
repulsion U (rough): 4.00 eV
lattice constant a (rough): 0.39 nm
field E: 10.0 MV/cm
Bloch energy eEa: 0.3900 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
average time T after switch-on: 4.213 fs
time window scale: 5.266 fs
half filling: chemical potential: 2.00 eV
half filling: density per spin at T: 0.5000
half filling, formula m0,m1,m2: 1.0000, 0.0000 eV, 4.5000 eV^2
half filling, field off: 1.0000, -0.0000 eV, 4.5000 eV^2
half filling, field on: 1.0000, 0.0000 eV, 4.5000 eV^2
half filling, field off, 3000 K: 1.0000, -0.0000 eV, 4.5000 eV^2
half filling, rms width, field on: 2.1213 eV
m2 shift, time step doubled: 7.6e-06 eV^2
half filling, integral |A_on - A_off|: 0.6341
doped: chemical potential: 1.00 eV
doped: opposite-spin density at T: 0.2500
doped, formula: 1.0000, 0.0000 eV, 3.5000 eV^2
doped, field off: 1.0000, -0.0000 eV, 3.5000 eV^2
doped, constant field: 1.0000, 0.0000 eV, 3.5000 eV^2
photon energy of oscillating field: 1.00 eV
doped, oscillating field: 1.0000, 0.0000 eV, 3.5000 eV^2
three-site ring, n = 1/3, field on: 1.0000, 0.3333 eV, 4.1667 eV^2
doped, integral |A_on - A_off|: 1.0721
k = pi/(2a): band energy, field off: -0.0000 eV
k = pi/(2a): band energy at T, field on: -0.6017 eV
k = pi/(2a): moments, field on: 1.0000, -0.6017 eV, 3.3620 eV^2
k = pi/(2a): formula, field on: 1.0000, -0.6017 eV, 3.3620 eV^2
open end site: density, field off: 0.1394
open end site: density, field on: 0.1037
open end site, field off: 1.0000, -0.4423 eV, 2.3654 eV^2
open end site, field on: 1.0000, -0.5852 eV, 2.0796 eV^2
open end site, formula, field on: 1.0000, -0.5852 eV, 2.0796 eV^2
open end site, scalar gauge: 1.0000, 0.5848 eV, 2.0791 eV^2
local potential of end site: 1.1700 eV
U=0 ladder: second moment: 0.5000 eV^2
U=0 ladder: fourth moment, field on: 0.4511 eV^4
U=0 band: fourth moment, field off: 0.3750 eV^4
neighbour repulsion V (rough): 0.50 eV
with V, half filling: variance, off: 4.5462 eV^2
with V, half filling: variance, on: 4.5198 eV^2
with V, doped: variance, off: 3.6190 eV^2
with V, doped: variance, on: 3.2886 eV^2
interorbital dipole length (rough): 0.05 nm
dipole coupling g: 0.0500 eV
dipole addition to m2: 0.00250 eV^2
gap to another band (rough): 2.00 eV
Landau-Zener probability per crossing: 3.2e-04
\end{verbatim}
